# A semi-implicit scheme for surface diffusion on a curved film

A rippled silicon film with a period of 2000 Å flattens slowly: in the model below, its longest ripple has a linear decay time of 26 s at 1200 K. Yet on a grid of 128 points, the simplest time-stepping rule is unstable unless its step is shorter than about $1.9\times10^{-5}$ s. Following the film for 60 s would take over three million steps, although nothing visible happens in any of them. The scheme derived here covers the same time in 1200 steps of 0.05 s. It treats the source of the short time scale implicitly, and an energy balance shows that it is stable for any step.

## The motion to be computed

The surface is a periodic graph $h(x,t)$, uniform along its ridges, with no overhangs, film edges or stress. Its energy per area $\gamma$ and its diffusivity do not depend on orientation. Define

$$Q=\sqrt{1+h_x^2},\qquad \partial_s=\frac1Q\partial_x,\qquad \kappa=\partial_x\!\left(\frac{h_x}{Q}\right),$$

where $s$ is arc length. With this sign, $\kappa$ is positive in a trough.

The energy per length of ridge is $E=\gamma\int Q\,dx$. A small change $\delta h$ alters it by

$$\delta E=\gamma\int\frac{h_x\,\delta h_x}{Q}\,dx=-\gamma\int\kappa\,\delta h\,dx,$$

after integration by parts on the periodic film. Since $\delta h\,dx$ is added volume and an atom occupies volume $\Omega$, the chemical potential relative to a flat surface is $\mu=-\gamma\Omega\kappa$. Atoms have a lower potential in troughs than on crests.

For site density $\nu$ and mass-transfer diffusivity $D_s$, the current of atoms is $J=-(D_s\nu/k_BT)\,\mu_s$. Where it converges, the surface advances along its normal at speed

$$V_n=-\Omega J_s=\frac{D_s\nu\Omega}{k_BT}\mu_{ss}=-B\kappa_{ss},\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.$$

A vertical displacement $h_t\,dt$ has normal component $h_t\,dt/Q$, so $h_t=QV_n$. Replacing both arc-length derivatives gives

$$h_t=-B\,\partial_x\!\left(\frac1Q\,\partial_x\kappa\right). \tag{1}$$

This was tested on the initial film of the example by moving surface points along their normals and reading off the new heights. The resulting rate differed from (1) by $1.2\times10^{-7}$ of the largest rate.

Equation (1) has two properties that a numerical scheme should keep. Its right side is a derivative, so $\int h\,dx$ is constant. Inserting it into $\delta E$ and integrating by parts gives

$$\frac{dE}{dt}=-\gamma\int\kappa h_t\,dx=-\gamma B\int\frac{\kappa_x^2}{Q}\,dx\le0. \tag{2}$$

For a small ripple $h=H+a\cos kx$, $Q$ is one to leading order and $\kappa=h_{xx}$. Then $h_t=-Bh_{xxxx}$, and

$$\dot a=-Bk^4a. \tag{3}$$

These relations hold in atomic units with $k_BT$ read as an energy. The numbers here use eV, Å, s and K. The inputs are $T=1200$ K, $\gamma=0.075$ eV/Å$^2$, $\Omega=20$ Å$^3$, $\nu=\Omega^{-2/3}=0.1357$ Å$^{-2}$ and $D_s=10^7$ Å$^2$/s. Hence

$$B=\frac{10^7\times0.075\times20^2\times0.1357}{0.10341}=3.94\times10^8\ \text{Å}^4/\text{s},$$

or $3.94\times10^4$ nm$^4$/s. With $k=2\pi/2000=0.003142$ Å$^{-1}$, the decay time $1/(Bk^4)$ is 26.07 s.

## Why the explicit step fails

Put heights at nodes spaced by $dx$ and slopes halfway between them:

$$p_i=(Dh)_i=\frac{h_{i+1}-h_i}{dx},\qquad Q_i=\sqrt{1+p_i^2}.$$

The transpose is $(D^Tf)_i=(f_{i-1}-f_i)/dx$, which approximates $-\partial_x$. The matrix

$$A=D^TQ^{-1}D$$

therefore represents $-\partial_x(Q^{-1}\partial_x\,\cdot)$. Applied to $h$, it gives $-\kappa$. Applied again, it gives the divergence in (1), because the same factor $1/Q$ appears in the curvature and in the transport. The discrete equation is $\dot h=-BA(Ah)$, and the naive step of length $\tau$ is

$$h_{n+1}=h_n-\tau BA_n^2h_n.$$

On a nearly flat film, a ripple of wave number $k$ is an eigenvector of $A$ with eigenvalue

$$\lambda=\frac{2-2\cos(k\,dx)}{dx^2}=\frac4{dx^2}\sin^2\frac{k\,dx}{2}. \tag{4}$$

Each step multiplies it by $1-\tau B\lambda^2$. The most demanding ripple is the zigzag between neighbouring nodes, with $\lambda=4/dx^2$. Its factor does not fall below $-1$ if

$$\tau\le\frac{2}{B(4/dx^2)^2}=\frac{dx^4}{8B}. \tag{5}$$

For $dx=2000/128=15.625$ Å this is $1.89\times10^{-5}$ s. Noise of about $10^{-6}$ Å on a flat film was advanced by 100 explicit steps on either side of the limit. At 0.95 of the limit its norm fell to 0.24 of the initial value; at 1.05 it grew by a factor of about $10^4$. In the second case the zigzag factor is $1-2.1=-1.1$, and $1.1^{100}$ is indeed of order $10^4$.

The limit thus comes from the fourth power in (3), applied to a ripple that the grid can hold but the film barely contains. Halving the spacing makes the permitted step sixteen times shorter.

## Choosing what to make implicit

Evaluating all of (1) at the new time would remove this limit, but each step would then require a nonlinear solve. The stiffness comes from the high derivatives, whereas the nonlinearity sits in $Q$. This suggests freezing $Q$ at the old time and taking the slope and curvature at the new time:

$$(I+\tau BA_n^2)\,h_{n+1}=h_n. \tag{6}$$

For any nonzero vector $v$, symmetry of $A_n$ gives

$$v^T(I+\tau BA_n^2)v=|v|^2+\tau B|A_nv|^2>0,$$

so (6) has one solution for every $\tau>0$. A constant vector $\mathbf 1$ has no slope, hence $A_n\mathbf 1=0$ and, by symmetry, $\mathbf 1^TA_n=0$. Multiplying (6) by $\mathbf 1^T$ leaves $\sum h_{n+1}=\sum h_n$. Volume is conserved up to rounding.

The energy needs more care, because the frozen $Q$ belongs to the old film. Let subscripts 0 and 1 denote the old and new films, and set $w=A_0h_1$. Equation (6) reads $h_1-h_0=-\tau BA_0w$. Multiply by $w\,dx$ and sum:

$$\sum dx\,w(h_1-h_0)=-\tau B\sum dx\,\frac{(Dw)^2}{Q_0}. \tag{7}$$

Since $w=D^T(p_1/Q_0)$, moving $D^T$ onto the other factor turns the left side into $\sum dx\,p_1(p_1-p_0)/Q_0$. Now split the product, using $p^2=Q^2-1$:

$$\begin{aligned}
p_1(p_1-p_0)&=\tfrac12(p_1^2-p_0^2)+\tfrac12(p_1-p_0)^2\\
&=\tfrac12(Q_1^2-Q_0^2)+\tfrac12(p_1-p_0)^2\\
&=Q_0(Q_1-Q_0)+\tfrac12(Q_1-Q_0)^2+\tfrac12(p_1-p_0)^2.
\end{aligned}$$

Division by $Q_0$ isolates $Q_1-Q_0$, whose sum times $\gamma\,dx$ is the energy change. Therefore

$$\frac{E_1-E_0}{\gamma}=-\tau B\sum dx\frac{(Dw)^2}{Q_0}-\frac12\sum dx\frac{(p_1-p_0)^2+(Q_1-Q_0)^2}{Q_0}. \tag{8}$$

Both terms on the right are non-positive, whatever the step length. The first is the discrete form of the physical loss (2). The second arises only because the step is finite, and it vanishes faster than the first as $\tau\to0$. It does not mean that the film flattens too fast, because the first term is evaluated with the new, already flatter film.

Equation (8) was tested on a film with random heights of 20 Å standard deviation, using steps of $10^{-4}$, 0.05 and 1000 s. The energy fell each time, and the two sides agreed to $4.5\times10^{-14}$ of the energy change.

One time step consists of these operations:

1. Compute $p$ and $Q$ from the current heights, with periodic neighbours.
2. Assemble $A_n$: with $c_i=1/(Q_i\,dx^2)$, the diagonal entry is $c_i+c_{i-1}$ and the entry linking nodes $i$ and $i+1$ is $-c_i$.
3. Solve (6) for the new heights.
4. Record $\sum h$, $E$ and the smallest height.

The matrix in (6) couples a node to two neighbours on each side, so a periodic banded solver suits large grids. At 128 points a dense solve is adequate. The smallest height must be watched because neither volume conservation nor (8) prevents the surface from crossing the substrate.

## Stability is not accuracy

On a nearly flat film, (6) multiplies a small ripple by $1/(1+\tau B\lambda^2)$. No ripple grows, but the decay is exponential only for short steps. The numerical rate is

$$\frac{\ln(1+\tau B\lambda^2)}{\tau}=B\lambda^2-\tfrac12\tau B^2\lambda^4+\cdots.$$

Expanding (4) gives $\lambda=k^2(1-k^2dx^2/12+\cdots)$, so the rate becomes

$$Bk^4\left(1-\frac{k^2dx^2}{6}-\frac{\tau Bk^4}{2}+\cdots\right). \tag{9}$$

Both leading errors make ripples decay too slowly. To test the fourth power, ripples of 0.5 Å amplitude were run with the full scheme on one 256-point grid with one step, $10^{-4}$ s. Holding both fixed prevents the power from following merely from rescaling the grid and step.

| Wavelength (Å) | Rate found (1/s) | $Bk^4$ (1/s) |
|---:|---:|---:|
| 2000 | 0.03835 | 0.03835 |
| 1000 | 0.6134 | 0.6137 |
| 667 | 3.103 | 3.107 |
| 500 | 9.798 | 9.819 |

The fitted power of $k$ is 3.999. At 500 Å the rate is 0.21% low. Equation (9) predicts 0.16% from the spacing and 0.05% from the step, which accounts for the deficit.

A long step is a different matter. If the whole 60 s is taken at once, the energy falls, as (8) requires, but the film keeps a height range of 147 Å instead of 47 Å. Linear theory shows the main cause: the fundamental is multiplied by $1/(1+60/26.07)=0.30$, whereas the true linear factor is $e^{-60/26.07}=0.10$. The step must therefore resolve the decay of the ripples of interest, but not that of the grid-scale zigzag.

## A steep film

The example starts from

$$h=400+200\cos kx+40\sin3kx\quad\text{(Å)}.$$

Its largest slope is 0.93, so (3) cannot be trusted at first. With 128 points and $\tau=0.05$ s, 2642 times the explicit limit, the scheme gives:

| Time (s) | Range (Å) | Harmonic 1 (Å) | Harmonic 3 (Å) | Excess $E$ (eV/Å) |
|---:|---:|---:|---:|---:|
| 0 | 445.2 | 200.0 | 40.00 | 17.99 |
| 1 | 385.2 | 194.9 | 6.28 | 13.25 |
| 5 | 340.5 | 172.5 | 2.35 | 10.46 |
| 20 | 207.5 | 104.3 | 0.53 | 3.94 |
| 60 | 46.8 | 23.4 | 0.006 | 0.20 |

Excess energy is measured from a flat film, per length of ridge over one period. Energy fell at every step, the largest relative volume drift was $1.5\times10^{-12}$, and the thickness never fell below 177 Å.

The third harmonic behaves unexpectedly. Its linear rate is 3.107 per second, so after 5 s it should be far below a thousandth of an ångström. Instead it is 2.35 Å. The next order in slope explains why.

Let $\phi=kx$, $\sigma=ak$ and $p=-\sigma\sin\phi$. To third order, $1/Q=1-p^2/2$ and $p/Q=p-p^3/2$. With primes for $\phi$ derivatives, the quantity inside the outer derivative of (1) is

$$\frac{\kappa_x}{Q}=k^2\left[p''-\tfrac12p^2p''-\tfrac12(p^3)''\right].$$

Use $\sin^3\phi=\frac34\sin\phi-\frac14\sin3\phi$. Then

$$p^2p''=\sigma^3\left(\tfrac34\sin\phi-\tfrac14\sin3\phi\right),\quad
(p^3)''=\sigma^3\left(\tfrac34\sin\phi-\tfrac94\sin3\phi\right),$$

and the bracket equals $(\sigma-\frac34\sigma^3)\sin\phi+\frac54\sigma^3\sin3\phi$. Applying $-B\partial_x$ and separating harmonics gives, for amplitude $a$ of $\cos\phi$ and $b$ of $\cos3\phi$,

$$\dot a=-Bk^4a\left(1-\tfrac34a^2k^2\right),\qquad
\dot b=-81Bk^4b-\tfrac{15}4Bk^6a^3. \tag{10}$$

The fundamental keeps creating a third harmonic. Once the initial one has gone, $b$ follows $a^3$, which decays at rate $3Bk^4$ to leading order. Setting $\dot b=-3Bk^4b$ gives $78b=-\frac{15}4k^2a^3$, or

$$b=-\frac5{104}k^2a^3.$$

For the tabulated $a$, its magnitude is 2.44, 0.54 and 0.0061 Å at 5, 20 and 60 s, close to the computed 2.35, 0.53 and 0.0061 Å. The negative sign means that crests and troughs are blunted. At 1 s, the forced part and the linear remnant of the initial harmonic are in quadrature and give only about 3.9 Å, against 6.28 Å. Part of the gap is numerical. In 1 s the linear remnant should shrink by a factor $e^{-3.107}=0.045$, but twenty steps of 0.05 s shrink it only by $(1+0.155)^{-20}=0.056$. This linear estimate gives the direction of the error but not its full size. With finer steps and spacing the harmonic converges to about 5.6 Å, so the tabulated value is 12% too high, almost entirely because of the step. The rest of the gap shows that (10) is not accurate this early. In the converged solution the $\sin3\phi$ remnant is still 4.8 Å, not the 1.8 Å of linear decay, while the forced $\cos3\phi$ part is $-2.9$ Å. The initial harmonic thus decays more slowly on the steep fundamental. Equation (10) omits this coupling, and at such slopes terms beyond third order matter as well.

The first equation in (10) says that steep ripples decay more slowly. With $u=a^2k^2$ it becomes $\dot u=-2Bk^4u(1-\frac34u)$. Since

$$\frac{d}{du}\ln\frac{u}{1-\frac34u}=\frac1{u(1-\frac34u)},$$

the quantity $u/(1-\frac34u)$ decays as $e^{-2Bk^4t}$. Starting from the computed film at 20 s, this predicts a fundamental of 23.40 Å at 60 s. Linear decay predicts 22.48 Å; the scheme gives 23.41 Å. Over these 40 s the scheme itself adds an error of about 0.05 Å, so the agreement in the last digit is accidental, but the improvement over linear decay is not. The law is a small-slope expansion and should not be used near the initial slope of 0.93.

An independent solution, using Fourier derivatives of (1) and an adaptive stiff integrator, differs from the final heights by at most 0.08 Å. Equation (9) accounts for most of this: over 60 s, the time step contributes about 0.05 Å and the spacing 0.02 Å. In a separate comparison at 5 s, halving the spacing and quartering the step reduced the error from 0.087 to 0.022 Å. The ratio of 3.94 is close to the 4 expected if the error scales as $dx^2$ and $\tau$, though this joint refinement does not test the two orders separately.

## What the times mean for silicon

Silicon structures are smoothed by annealing in hydrogen at temperatures of this general range, and the surface energy and atomic volume are rough typical values for a clean surface. The diffusivity is an assumed value; the real one depends on orientation and ambient and may differ from it by more than an order of magnitude. Since time enters as $Bt$, a tenfold smaller $D_s$ makes every time ten times longer. The final height range of 4.7 nm is thus a model result for the chosen $D_s$, not a forecast for a wafer. With an assumed activation energy of 2.3 eV, an error of 10 K upward raises the rate by 19%.

Real silicon is not isotropic. Suppose $\gamma(\theta)=\gamma_0(1+\epsilon\cos4\theta)$. For small slope, $\theta\approx p$ and

$$\gamma Q\approx\gamma_0\left[1+\epsilon+\tfrac12(1+\epsilon-16\epsilon)p^2\right],$$

so the energy that drives small ripples is $\gamma_0(1-15\epsilon)$. An assumed $\epsilon$ of only 0.01 lowers it by 15% and lengthens the decay time from 26 to about 31 s; an $\epsilon$ of the opposite sign shortens it. A facet, where the energy has a cusp, is outside this smooth expansion. Silicon has facets at these temperatures, including (001) and (111), so a film with such a surface need not follow the smooth decay computed here. The continuum picture also fails when the height range approaches an atomic step, 1.36 Å on (001) and 3.14 Å on (111); the final film is still well above that.

Stress is left out altogether and can matter in a strained film. Three other omissions are small for these inputs. Evaporation into vacuum at an assumed vapour pressure of $10^{-9}$ Torr removes 0.02 Å in 60 s. Bulk diffusion acts over a depth of about $1/k$; with a bulk diffusivity of 0.1 Å$^2$/s, its transport relative to the surface is $D_{\rm bulk}/(D_s\Omega\nu k)=1.2\times10^{-6}$. A van der Waals energy $-A_H/(12\pi z^2)$ has second derivative $-A_H/(2\pi z^4)$. For $A_H=1$ eV at the thinnest point, its magnitude is $2\times10^{-4}$ of the capillary term $\gamma k^2$. That ratio rises as $z^{-4}$, so a much thinner film needs this force in the energy, and the stability argument must then be rebuilt with it. The remaining digits are in the numerical output.

## Computed values

```
temperature 1200 K, kT 0.10341 eV
surface energy 0.075 eV/A^2
atomic volume 20.0 A^3
site density 0.1357 A^-2
surface diffusivity 1.0e+07 A^2/s
B 3.9374e+08 A^4/s = 3.9374e+04 nm^4/s
B in atomic units 1.215e-07
period 2000 A, k 0.003142 A^-1
mean height 400 A
initial harmonics 1 and 3: 200, 40 A
largest initial slope 0.934
linear decay time 26.07 s
normal-motion relative error 1.2e-07
initial energy loss rate -22.945 eV/(A s)
energy-balance relative error 4.5e-14
ripple test: 256 points, step 1.0e-04 s
ripple 2000.0 A: run 0.03835, Bk^4 0.03835 /s
ripple 1000.0 A: run 0.61340, Bk^4 0.61367 /s
ripple 666.7 A: run 3.10335, Bk^4 3.10669 /s
ripple 500.0 A: run 9.79786, Bk^4 9.81868 /s
fitted power of k 3.9987
coarse one-step factor: run 0.145703, law 0.145703
slope 0.1 gain: run 1.003246, law 1.003258
main grid 128 points, dx 15.625 A, step 0.05 s
explicit limit 1.892e-05 s
main step / explicit limit 2642
explicit norm ratio at 0.95, 1.05 limit: 0.241, 1.0e+04
t(s), range(A), harmonic 1(A), harmonic 3(A), excess E(eV/A)
  0   445.236   200.000   40.0000   17.9880
  1   385.155   194.858    6.2758   13.2515
  5   340.452   172.497    2.3542   10.4578
 20   207.486   104.269    0.5327    3.9449
 60    46.814    23.414    0.0061    0.2026
final height range 4.681 nm
largest relative volume drift 1.5e-12
minimum thickness during run 177.38 A
final maximum error vs Fourier 0.0797 A
60 s harmonic from 20 s: linear 22.484, law 23.400 A
range after one 60 s step 146.690 A
5 s errors 0.08697, 0.02209 A; ratio 3.938
anisotropy 0.01: stiffness/mean energy 0.850
activation 2.3 eV: +10 K rate change 19.2 %
vapour 1e-09 Torr: loss in 60 s 0.0230 A
bulk D 0.1 A^2/s: bulk/surface rate 1.2e-06
Hamaker 1.0 eV: attraction/capillarity 2.2e-04
atomic step height 1.357 A
```
